# Superfluid Density and Spin Susceptibility of a Clean BCS Superconductor: a numerical check

```python
"""
Result under test: in a clean weak-coupling s-wave BCS superconductor
    n_s/n = 1 - Y(T),   chi_s = chi_n Y(T),
    Y(T) = integral over all xi of (-df/dE),  E = sqrt(xi^2 + gap^2).
xi: band energy from the Fermi level; f: Fermi function; n_s: superfluid density;
chi_s, chi_n: Pauli spin susceptibility, superconducting and normal.
Static response with q -> 0 taken after frequency -> 0.
Reduced units: energies and k_B T in units of the zero-temperature gap.
Lattice tests: energies in units of the hopping, lattice constant 1, hbar = e = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

TC = np.exp(np.euler_gamma) / np.pi      # k_B Tc / gap(0), weak coupling


def fermi(energy, temp):
    return 0.5 * (1 - np.tanh(energy / (2 * temp)))


def minus_df(energy, temp):
    return 1 / (4 * temp * np.cosh(energy / (2 * temp))**2)


def gap_at(temp):
    """Solve ln(1/gap) = 2 int_0^inf f(E)/E dxi, using xi = gap*sinh(s)."""
    def mismatch(gap):
        top = np.arccosh(1 + 60 * temp / gap)
        integral = quad(lambda s: fermi(gap * np.cosh(s), temp), 0, top,
                        epsabs=1e-13, epsrel=1e-11, limit=200)[0]
        return -np.log(gap) - 2 * integral
    return brentq(mismatch, 1e-4, 1.0, xtol=1e-13)


def yosida(gap, temp):
    return 2 * quad(lambda x: minus_df(np.hypot(x, gap), temp), 0, 60 * temp,
                    epsabs=1e-14, epsrel=1e-11, limit=200)[0]


# ---- gap and Yosida function against Matsubara sums ----
reduced_temps = [0.2, 0.3, 0.4, 0.5, 0.6, 0.7, 0.8, 0.9, 0.95]
table = []
for t in reduced_temps:
    temp = t * TC
    gap = gap_at(temp)
    y = yosida(gap, temp)
    omega = np.pi * temp * (2 * np.arange(200000) + 1)
    root = np.hypot(omega, gap)
    log_sum = 2 * np.pi * temp * np.sum(1 / omega - 1 / root)
    y_sum = 1 - 2 * np.pi * temp * np.sum(gap**2 / root**3)
    assert abs(log_sum + np.log(t)) < 1e-7
    assert abs(y_sum - y) < 1e-7
    table.append((t, gap, y))

# ---- limits of Y ----
temp_low = 0.1 * TC
gap_low = gap_at(temp_low)
y_low = yosida(gap_low, temp_low)
y_low_law = np.sqrt(2 * np.pi * gap_low / temp_low) * np.exp(-gap_low / temp_low)
assert abs(y_low / y_low_law - 1 - 3 * temp_low / (8 * gap_low)) < 1e-3
t_near = 0.999
slope = (1 - yosida(gap_at(t_near * TC), t_near * TC)) / (1 - t_near)
assert abs(slope - 2) < 1e-2


# ---- finite-q kernel against direct lattice diagonalization ----
def pair_weight(x1, x2, gap):
    e1, e2 = np.hypot(x1, gap), np.hypot(x2, gap)
    return 0.5 * (1 - (x1 * x2 + gap**2) / (e1 * e2))


def kernel(x1, x2, gap, temp):
    """Static response per k of an operator with unit Nambu vertex."""
    e1, e2 = np.hypot(x1, gap), np.hypot(x2, gap)
    create = pair_weight(x1, x2, gap)
    f1, f2 = fermi(e1, temp), fermi(e2, temp)
    close = np.abs(e2 - e1) < 1e-7
    step = np.where(close, 1.0, e2 - e1)
    scatter = np.where(close, minus_df(0.5 * (e1 + e2), temp), (f1 - f2) / step)
    return 2 * (1 - create) * scatter + 2 * create * (1 - f1 - f2) / (e1 + e2)


SIZE, MU, GAP_L, TEMP_L = 16, -0.6, 0.5, 0.25
sites = np.arange(SIZE)
wave = np.cos(2 * np.pi * sites / SIZE)
momenta = 2 * np.pi * sites / SIZE
hop_y = -(np.roll(np.eye(SIZE), 1, axis=0) + np.roll(np.eye(SIZE), -1, axis=0))


def lattice_state(vector=0.0, zeeman=0.0, scalar=0.0):
    """Current, spin and pair amplitude in fields proportional to cos(qy)."""
    current, spin, pairs = 0.0, 0.0, np.zeros(SIZE)
    for kx in momenta:
        up = hop_y + np.diag(-2 * np.cos(kx + vector * wave) - MU
                             + (scalar - zeeman) * wave)
        down = hop_y + np.diag(-2 * np.cos(kx - vector * wave) - MU
                               + (scalar + zeeman) * wave)
        coupling = GAP_L * np.eye(SIZE)
        ham = np.block([[up, coupling], [coupling, -down]])
        energy, vec = np.linalg.eigh(ham)
        rho = (vec * fermi(energy, TEMP_L)) @ vec.T
        occ = np.diag(rho)
        velocity = np.concatenate([2 * np.sin(kx + vector * wave),
                                   2 * np.sin(kx - vector * wave)])
        current += np.sum(occ * velocity * np.tile(wave, 2))
        spin += np.sum(occ * np.tile(wave, 2))
        pairs += np.diag(rho[:SIZE, SIZE:])
    return current, spin, pairs


small = 1e-3
a_plus, a_minus = lattice_state(vector=small), lattice_state(vector=-small)
b_plus, b_minus = lattice_state(zeeman=small), lattice_state(zeeman=-small)
c_plus, c_minus = lattice_state(scalar=small), lattice_state(scalar=-small)
current_direct = (a_plus[0] - a_minus[0]) / (2 * small)
spin_direct = (b_plus[1] - b_minus[1]) / (2 * small)
KX, KY = np.meshgrid(momenta, momenta, indexing="ij")
xi_k = -2 * np.cos(KX) - 2 * np.cos(KY) - MU
xi_kq = -2 * np.cos(KX) - 2 * np.cos(KY + 2 * np.pi / SIZE) - MU
e_k = np.hypot(xi_k, GAP_L)
density_k = 1 - xi_k / e_k * np.tanh(e_k / (2 * TEMP_L))
response = kernel(xi_k, xi_kq, GAP_L, TEMP_L)
current_formula = 0.5 * np.sum(2 * np.cos(KX) * density_k
                               - (2 * np.sin(KX))**2 * response)
spin_formula = 0.5 * np.sum(response)
assert abs(current_direct / current_formula - 1) < 1e-4
assert abs(spin_direct / spin_formula - 1) < 1e-4
# The pair amplitude has no linear change, unlike under a scalar potential.
pair_shift = [np.max(np.abs(p[2] - m[2])) / (2 * small) for p, m in
              ((a_plus, a_minus), (b_plus, b_minus), (c_plus, c_minus))]
assert pair_shift[0] < 1e-8 and pair_shift[1] < 1e-8 and pair_shift[2] > 1e-4

# ---- normal metal: diamagnetic and paramagnetic parts cancel ----
fine = 2 * np.pi * np.arange(400) / 400
FX, FY = np.meshgrid(fine, fine, indexing="ij")
xi_f = -2 * np.cos(FX) - 2 * np.cos(FY) - MU
dia_normal = np.mean(2 * np.cos(FX) * 2 * fermi(xi_f, 0.3))
para_normal = np.mean((2 * np.sin(FX))**2 * 2 * minus_df(xi_f, 0.3))
assert abs(dia_normal - para_normal) < 1e-9


# ---- four-state Fock space of the pair (k up, -k down) ----
def pair_hamiltonian(xi, gap, field):
    """Basis: empty, up, down, both; field lowers the energy of up."""
    xi, field = np.broadcast_arrays(xi, field)
    ham = np.zeros(xi.shape + (4, 4))
    ham[..., 1, 1], ham[..., 2, 2] = xi - field, xi + field
    ham[..., 3, 3] = 2 * xi
    ham[..., 0, 3] = ham[..., 3, 0] = -gap
    return ham


SPIN = np.array([0.0, 1.0, -1.0, 0.0])


def polarization(xi, gap, temp, field):
    energy, vec = np.linalg.eigh(pair_hamiltonian(xi, gap, field))
    weight = np.exp(-(energy - energy[..., :1]) / temp)
    weight /= weight.sum(axis=-1, keepdims=True)
    return np.einsum("...n,...in,i->...", weight, vec**2, SPIN)


t_ex, gap_ex, y_ex = table[reduced_temps.index(0.5)]
temp_ex = t_ex * TC
xi_grid = np.linspace(-12, 12, 601)
d_xi = xi_grid[1] - xi_grid[0]
spin_ratio = 0.5 * d_xi * np.sum(
    polarization(xi_grid, gap_ex, temp_ex, small)) / small
nodes, weights = np.polynomial.legendre.leggauss(8)
flow = polarization(xi_grid[None, :], gap_ex, temp_ex, small * nodes[:, None])
backflow = 1.5 * np.sum(weights * nodes * 0.5 * d_xi * flow.sum(axis=1)) / small
assert abs(spin_ratio - y_ex) < 1e-4
assert abs(backflow - y_ex) < 1e-4
one_pair = pair_hamiltonian(np.array(0.3), gap_ex, np.array(0.0))
assert np.allclose(one_pair @ np.diag(SPIN), np.diag(SPIN) @ one_pair)


# ---- finite Fermi energy in three dimensions ----
def normal_fraction_3d(mu):
    def density(x):
        e = np.hypot(x, gap_ex)
        diff = gap_ex**2 / (e + x) if x > 0 else e - x
        thermal = x / e * 2 * fermi(e, temp_ex)
        return np.sqrt(x + mu) * (diff / e + thermal)
    opts = dict(epsabs=1e-10, epsrel=1e-10, limit=400)
    total = (quad(density, -mu, -30, **opts)[0]
             + quad(density, -30, 30, points=[0], **opts)[0]
             + quad(density, 30, np.inf, **opts)[0])
    normal = 4 / 3 * quad(lambda x: (x + mu)**1.5
                          * minus_df(np.hypot(x, gap_ex), temp_ex),
                          -30, 30, points=[0], **opts)[0]
    return normal / total


# ---- finite q at zero temperature ----
def kernel_ratio(eta):
    """K(q)/K(0) at T = 0 for eta = hbar v_F q / gap(0)."""
    s = np.linspace(-12, 12, 4001)
    x = np.sinh(s)
    c, w = np.polynomial.legendre.leggauss(16)
    half = 0.5 * eta * c[:, None]
    x1, x2 = x + half, x - half
    resp = 2 * pair_weight(x1, x2, 1.0) / (np.hypot(x1, 1) + np.hypot(x2, 1))
    radial = 0.5 * np.sum(resp * np.cosh(s), axis=1) * (s[1] - s[0])
    return 1 - 0.75 * np.sum(w * (1 - c**2) * radial)


assert abs((1 - kernel_ratio(0.1)) / (0.1**2 / 30) - 1) < 1e-2

# ---- worked example: model free-electron superconductor ----
n_el, tc_kelvin = 1e27, 20.0
hbar, mass, charge = const.hbar, const.m_e, const.e
mu_b = const.physical_constants["Bohr magneton"][0]
k_f = (3 * np.pi**2 * n_el)**(1 / 3)
v_f = hbar * k_f / mass
e_f = (hbar * k_f)**2 / (2 * mass)
gap0 = const.k * tc_kelvin / TC
xi0 = hbar * v_f / (np.pi * gap0)
k_dia = n_el * charge**2 / mass
lam0 = 1 / np.sqrt(const.mu_0 * k_dia)
dos = mass * k_f / (2 * np.pi**2 * hbar**2)
chi_n = 2 * const.mu_0 * mu_b**2 * dos
assert abs(2 * dos * v_f**2 / 3 / (n_el / mass) - 1) < 1e-10
mu_red = e_f / gap0
dev1 = normal_fraction_3d(mu_red) - y_ex
dev4 = normal_fraction_3d(4 * mu_red) - y_ex
assert abs(dev1) < 2 * (1 + np.log(mu_red)) / mu_red**2
assert abs(dev4) < abs(dev1) / 8
eta_lam = hbar * v_f / (lam0 * gap0)

print(f"electron density n = {n_el:.1e} m^-3")
print(f"critical temperature Tc = {tc_kelvin:.1f} K")
print(f"Fermi wave number = {k_f:.4e} m^-1")
print(f"Fermi velocity = {v_f:.4e} m/s")
print(f"Fermi energy = {e_f / charge:.4f} eV")
print(f"gap(0)/(k_B Tc) = {1 / TC:.4f}")
print(f"gap(0) = {gap0 / charge * 1e3:.4f} meV")
print(f"gap(0)/Fermi energy = {1 / mu_red:.5f}")
print(f"coherence length xi0 = {xi0 * 1e9:.2f} nm")
print(f"London depth lambda(0) = {lam0 * 1e9:.2f} nm")
print(f"density of states per spin N0 = {dos:.4e} J^-1 m^-3")
print(f"normal spin susceptibility chi_n = {chi_n:.4e} (SI, dimensionless)")
print("T/Tc  T(K)  gap(meV)  Y  n_s/n  lambda(nm)  chi_s(SI)")
for t, gap, y in table:
    print(f"{t:.2f} {t * tc_kelvin:5.1f} {gap * gap0 / charge * 1e3:.4f} "
          f"{y:.5f} {1 - y:.5f} {lam0 * 1e9 / np.sqrt(1 - y):.2f} "
          f"{chi_n * y:.4e}")
print(f"At T/Tc = {t_ex}: gap/gap(0) = {gap_ex:.5f}")
print(f"  gap/(k_B T) = {gap_ex / temp_ex:.4f}")
print(f"  K_dia = {k_dia:.4e} A m^-2 per T m")
print(f"  K_para = {k_dia * y_ex:.4e} A m^-2 per T m")
print(f"  K = {k_dia * (1 - y_ex):.4e} A m^-2 per T m")
print(f"  Fock-space chi_s/chi_n = {spin_ratio:.5f}")
print(f"  Fock-space normal backflow fraction = {backflow:.5f}")
print(f"  finite-E_F shift of normal fraction = {dev1:.2e}")
print(f"  same shift with E_F four times larger = {dev4:.2e}")
print(f"T/Tc = 0.1: Y = {y_low:.4e}, low-T law = {y_low_law:.4e}")
print(f"T/Tc = {t_near}: (n_s/n)/(1-T/Tc) = {slope:.4f}")
print(f"T = 0, q = 1/lambda(0): hbar v_F q/gap(0) = {eta_lam:.4f}")
print(f"  K(q)/K(0) by quadrature = {kernel_ratio(eta_lam):.5f}")
print(f"  K(q)/K(0) by q^2 law = {1 - eta_lam**2 / 30:.5f}")
print(f"Lattice current response: direct {current_direct:.5f}, "
      f"kernel {current_formula:.5f} (hopping units)")
print(f"Lattice spin response: direct {spin_direct:.5f}, "
      f"kernel {spin_formula:.5f} (1/hopping)")
print("Linear pair-amplitude change (1/field, lattice units):")
print(f"  vector {pair_shift[0]:.1e}, Zeeman {pair_shift[1]:.1e}, "
      f"scalar {pair_shift[2]:.1e}")
print(f"Normal lattice: dia {dia_normal:.6f}, para {para_normal:.6f} (hopping)")
print("OK")
```

It prints:

```
electron density n = 1.0e+27 m^-3
critical temperature Tc = 20.0 K
Fermi wave number = 3.0937e+09 m^-1
Fermi velocity = 3.5815e+05 m/s
Fermi energy = 0.3646 eV
gap(0)/(k_B Tc) = 1.7639
gap(0) = 3.0400 meV
gap(0)/Fermi energy = 0.00834
coherence length xi0 = 24.68 nm
London depth lambda(0) = 168.05 nm
density of states per spin N0 = 1.2838e+46 J^-1 m^-3
normal spin susceptibility chi_n = 2.7750e-06 (SI, dimensionless)
T/Tc  T(K)  gap(meV)  Y  n_s/n  lambda(nm)  chi_s(SI)
0.20   4.0 3.0396 0.00115 0.99885 168.14 3.1822e-09
0.30   6.0 3.0312 0.01824 0.98176 169.60 5.0614e-08
0.40   8.0 2.9945 0.07208 0.92792 174.45 2.0001e-07
0.50  10.0 2.9089 0.16596 0.83404 184.01 4.6054e-07
0.60  12.0 2.7572 0.29333 0.70667 199.90 8.1397e-07
0.70  14.0 2.5194 0.44629 0.55371 225.83 1.2384e-06
0.80  16.0 2.1616 0.61822 0.38178 271.97 1.7155e-06
0.90  18.0 1.6001 0.80405 0.19595 379.63 2.2312e-06
0.95  19.0 1.1562 0.90096 0.09904 533.97 2.5001e-06
At T/Tc = 0.5: gap/gap(0) = 0.95688
  gap/(k_B T) = 3.3757
  K_dia = 2.8179e+19 A m^-2 per T m
  K_para = 4.6767e+18 A m^-2 per T m
  K = 2.3503e+19 A m^-2 per T m
  Fock-space chi_s/chi_n = 0.16596
  Fock-space normal backflow fraction = 0.16596
  finite-E_F shift of normal fraction = -2.77e-05
  same shift with E_F four times larger = -2.07e-06
T/Tc = 0.1: Y = 2.3490e-07, low-T law = 2.3009e-07
T/Tc = 0.999: (n_s/n)/(1-T/Tc) = 1.9996
T = 0, q = 1/lambda(0): hbar v_F q/gap(0) = 0.4615
  K(q)/K(0) by quadrature = 0.99303
  K(q)/K(0) by q^2 law = 0.99290
Lattice current response: direct 43.56812, kernel 43.56825 (hopping units)
Lattice spin response: direct 23.51478, kernel 23.51476 (1/hopping)
Linear pair-amplitude change (1/field, lattice units):
  vector 8.9e-13, Zeeman 8.9e-13, scalar 3.8e-01
Normal lattice: dia 0.757306, para 0.757306 (hopping)
OK
```
